# Why hot classical PBE water is not quantum water: a numerical check

```python
"""
Result under test: a classical O-H stretch at 400 K does not imitate a quantum one.
Harmonic mode, atomic units: E_classical = k T,
E_quantum = (w/2) coth(w/(2 k T)),  T_eff = E_quantum/k.
w: angular frequency, k: Boltzmann constant, T: temperature, T_eff: temperature
at which a classical mode has the energy and position spread of the quantum mode.
The bond curve is PBE/6-311G** for one stretched O-H bond of isolated H2O,
with the other bond and the angle fixed. Energies are from the curve minimum.
"""
import numpy as np
from scipy import constants as C
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, dft, lib

lib.num_threads(1)
HARTREE_J = C.physical_constants["Hartree energy"][0]
K_B = C.k / HARTREE_J
MEV = 1000 * HARTREE_J / C.e
WAVENUMBER = C.h * C.c * 100 / HARTREE_J
BOHR_PM = C.physical_constants["Bohr radius"][0] * 1e12
AMU = C.physical_constants["atomic mass constant"][0] / C.m_e
M_H, M_D, M_O = 1.007825 * AMU, 2.014102 * AMU, 15.994915 * AMU
MU_H = M_H * M_O / (M_H + M_O)
MU_D = M_D * M_O / (M_D + M_O)
T_ROOM, T_HOT = 300.0, 400.0
FIXED_BOND = 97.0 / BOHR_PM
ANGLE_DEG = 104.5
ANGLE = np.radians(ANGLE_DEG)

last_density = None


def pbe_energy(bond_1, bond_2=FIXED_BOND):
    """PBE energy of H2O for two bond lengths in bohr."""
    global last_density
    atoms = [["O", (0, 0, 0)], ["H", (bond_1, 0, 0)],
             ["H", (bond_2 * np.cos(ANGLE), bond_2 * np.sin(ANGLE), 0)]]
    mol = gto.M(atom=atoms, unit="Bohr", basis="6-311g**", verbose=0)
    mf = dft.RKS(mol)
    mf.xc = "pbe"
    mf.grids.level = 3
    mf.conv_tol = 1e-8
    energy = mf.kernel(dm0=last_density)
    assert mf.converged
    last_density = mf.make_rdm1()
    return energy


def quantum_average(x, potential, mass, temperature):
    """Mean energy, mean position, variance and levels by diagonalization."""
    dx = x[1] - x[0]
    index = np.arange(len(x))
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
    kinetic = kinetic * (-1.0)**np.abs(diff) / (2 * mass * dx**2)
    levels, states = np.linalg.eigh(kinetic + np.diag(potential))
    weights = np.exp(-(levels - levels[0]) / (K_B * temperature))
    weights /= weights.sum()
    density = states**2 @ weights
    mean = density @ x
    return weights @ levels, mean, density @ (x - mean)**2, levels


def classical_average(x, potential, mass, temperature):
    """Mean energy, mean position and variance by phase-space quadrature."""
    kt = K_B * temperature
    weight = np.exp(-(potential - potential.min()) / kt)
    weight /= weight.sum()
    p = np.linspace(-10, 10, 801) * np.sqrt(mass * kt)
    p_weight = np.exp(-p**2 / (2 * mass * kt))
    kinetic = (p_weight @ p**2) / p_weight.sum() / (2 * mass)
    mean = weight @ x
    return weight @ potential + kinetic, mean, weight @ (x - mean)**2


def effective_temperature(w, temperature):
    return w / (2 * K_B) / np.tanh(w / (2 * K_B * temperature))


def harmonic_grid(w, mass, temperature):
    half = 9 * np.sqrt((K_B * temperature + w / 2) / mass) / w
    x = np.linspace(-half, half, 301)
    return x, 0.5 * mass * w**2 * x**2


# PBE bond curve from Chebyshev nodes, checked at a point not used in the fit
r_low, r_high, n_nodes = 60 / BOHR_PM, 170 / BOHR_PM, 12
angles = np.pi * (np.arange(n_nodes) + 0.5) / n_nodes
nodes = np.sort((r_low + r_high) / 2 + (r_high - r_low) / 2 * np.cos(angles))
energies = np.array([pbe_energy(r) for r in nodes])
energy_zero = energies.min()
curve = np.polynomial.Chebyshev.fit(
    nodes, energies - energy_zero, n_nodes - 1, domain=[r_low, r_high])
r_check = 103.0 / BOHR_PM
fit_error = abs(curve(r_check) - (pbe_energy(r_check) - energy_zero))
assert fit_error < 3e-5
r_min = minimize_scalar(curve, bounds=(85 / BOHR_PM, 115 / BOHR_PM),
                        method="bounded", options={"xatol": 1e-9}).x
force_constant = curve.deriv(2)(r_min)
w_stretch = np.sqrt(force_constant / MU_H)
r = np.linspace(r_low, r_high, 261)
v = curve(r) - curve(r_min)

# Coupling of the two stretches, with the angle frozen
step = 5.0 / BOHR_PM
e_pp = pbe_energy(FIXED_BOND + step, FIXED_BOND + step)
e_pm = pbe_energy(FIXED_BOND + step, FIXED_BOND - step)
e_mm = pbe_energy(FIXED_BOND - step, FIXED_BOND - step)
cross = (e_pp - 2 * e_pm + e_mm) / (4 * step**2)
g_matrix = np.array([[1 / MU_H, np.cos(ANGLE) / M_O],
                     [np.cos(ANGLE) / M_O, 1 / MU_H]])
f_matrix = np.array([[force_constant, cross], [cross, force_constant]])
w_coupled = np.sort(np.sqrt(np.linalg.eigvals(g_matrix @ f_matrix).real))
assert np.all(abs(w_coupled / w_stretch - 1) < 0.05)

# Harmonic formulas against diagonalization and phase-space quadrature
mode_wavenumbers = [200.0, 600.0, 1650.0, 3500.0]
mode_temperatures = []
for wavenumber in mode_wavenumbers:
    w = wavenumber * WAVENUMBER
    x, vx = harmonic_grid(w, MU_H, T_ROOM)
    e_q, _, var_q, _ = quantum_average(x, vx, MU_H, T_ROOM)
    e_c, _, var_c = classical_average(x, vx, MU_H, T_ROOM)
    t_eff = effective_temperature(w, T_ROOM)
    assert abs(e_q / (K_B * t_eff) - 1) < 1e-5
    assert abs(var_q * MU_H * w**2 / (K_B * t_eff) - 1) < 1e-5
    assert abs(e_c / (K_B * T_ROOM) - 1) < 1e-5
    assert abs(var_c * MU_H * w**2 / (K_B * T_ROOM) - 1) < 1e-5
    mode_temperatures.append(t_eff)

# The one frequency for which 400 K classical equals 300 K quantum
w_match = brentq(lambda w: effective_temperature(w, T_ROOM) - T_HOT,
                 50 * WAVENUMBER, 2000 * WAVENUMBER)
for factor, sign in [(0.5, 1), (1.0, 0), (2.0, -1)]:
    x, vx = harmonic_grid(factor * w_match, MU_H, T_HOT)
    var_q = quantum_average(x, vx, MU_H, T_ROOM)[2]
    var_c = classical_average(x, vx, MU_H, T_HOT)[2]
    excess = var_c / var_q - 1
    assert abs(excess) < 1e-5 if sign == 0 else sign * excess > 0.05

# Quantum and classical averages on the PBE curve
eq_room, rq_room, varq_room, levels = quantum_average(r, v, MU_H, T_ROOM)
eq_hot, rq_hot, varq_hot, _ = quantum_average(r, v, MU_H, T_HOT)
_, _, varq_d, levels_d = quantum_average(r, v, MU_D, T_ROOM)
ec_room, rc_room, varc_room = classical_average(r, v, MU_H, T_ROOM)
ec_hot, rc_hot, varc_hot = classical_average(r, v, MU_H, T_HOT)
zero_point = levels[0]
quantum_excitation = eq_hot - zero_point
gap = levels[1] - levels[0]
bose_excitation = gap / np.expm1(gap / (K_B * T_HOT))
assert abs(quantum_excitation / bose_excitation - 1) < 0.01
assert zero_point > 5 * ec_hot
assert abs(zero_point / (w_stretch / 2) - 1) < 0.05
assert rq_room - r_min > 3 * (rc_hot - r_min) > 0
supplied = (ec_hot - ec_room) / (eq_room - ec_room)
assert 0 < supplied < 0.1
t_energy = brentq(lambda t: classical_average(r, v, MU_H, t)[0] - eq_room,
                  300, 5000)
t_spread = brentq(lambda t: classical_average(r, v, MU_H, t)[2] - varq_room,
                  300, 5000)
assert min(t_energy, t_spread) > 1500


def dynamics_variance(mass, scale, temperature, seed):
    """Bond variance from Langevin dynamics on the scaled PBE curve."""
    rng = np.random.default_rng(seed)
    fine = np.linspace(r_low, r_high, 2001)
    force = -scale * curve.deriv()(fine)
    walkers, steps, skipped, dt, friction = 3000, 3000, 500, 10.0, 0.005
    kt = K_B * temperature
    q = np.full(walkers, r_min)
    p = rng.normal(size=walkers) * np.sqrt(mass * kt)
    damp = np.exp(-friction * dt)
    kick = np.sqrt((1 - damp**2) * mass * kt)
    f = np.interp(q, fine, force)
    total = total_square = 0.0
    for i in range(steps):
        p += 0.5 * dt * f
        q += 0.5 * dt * p / mass
        p = damp * p + kick * rng.normal(size=walkers)
        q += 0.5 * dt * p / mass
        f = np.interp(q, fine, force)
        p += 0.5 * dt * f
        if i >= skipped:
            shift = q - r_min
            total += shift.mean()
            total_square += (shift**2).mean()
    count = steps - skipped
    return total_square / count - (total / count)**2


# Sampling error is below one per cent; three per cent leaves a safe margin
md_h = dynamics_variance(MU_H, 1.0, T_HOT, 1)
md_d = dynamics_variance(MU_D, 1.0, T_HOT, 2)
md_scaled = dynamics_variance(MU_H, T_ROOM / T_HOT, T_ROOM, 3)
for variance in (md_h, md_d, md_scaled):
    assert abs(variance / varc_hot - 1) < 0.03
assert varq_d / varq_room < 0.85

# Path-integral spread at 300 K as the number of beads grows
bead_numbers = [1, 4, 16, 64]
bead_spreads = []
for beads in bead_numbers:
    tau = 1 / (K_B * T_ROOM * beads)
    kernel = np.exp(-MU_H * (r[:, None] - r[None, :])**2 / (2 * tau))
    kernel *= np.sqrt(MU_H / (2 * np.pi * tau)) * (r[1] - r[0])
    kernel *= np.exp(-0.5 * tau * (v[:, None] + v[None, :]))
    density = np.diag(np.linalg.matrix_power(kernel, beads)).copy()
    density /= density.sum()
    mean = density @ r
    bead_spreads.append(np.sqrt(density @ (r - mean)**2))
assert np.all(np.diff(bead_spreads) > 0)
assert abs(bead_spreads[-1] / np.sqrt(varq_room) - 1) < 0.01

w_low = 3000 * WAVENUMBER
x, vx = harmonic_grid(w_low, MU_H, T_HOT)
low_zero_point = quantum_average(x, vx, MU_H, T_HOT)[3][0]
low_ratio = low_zero_point / (K_B * T_HOT)
assert low_ratio > 5


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Fixed O-H bond", FIXED_BOND * BOHR_PM, "pm", 1)
show("Fixed H-O-H angle", ANGLE_DEG, "degrees", 1)
show("Reduced mass O-H", MU_H / AMU, "u", 4)
show("Reduced mass O-D", MU_D / AMU, "u", 4)
show("PBE bond length at minimum", r_min * BOHR_PM, "pm")
show("PBE force constant", force_constant, "hartree/bohr^2", 4)
show("Curve error at held-out point", fit_error * MEV, "meV", 4)
show("Harmonic O-H wavenumber", w_stretch / WAVENUMBER, "cm^-1", 0)
show("Harmonic quantum hbar w", w_stretch * MEV, "meV", 1)
show("Half of hbar w", w_stretch / 2 * MEV, "meV", 1)
show("Anharmonic zero-point energy, H", zero_point * MEV, "meV", 1)
show("Anharmonic zero-point energy, D", levels_d[0] * MEV, "meV", 1)
show("Anharmonic 0-1 transition", gap / WAVENUMBER, "cm^-1", 0)
show("kT at 300 K", K_B * T_ROOM * MEV, "meV")
show("kT at 400 K", K_B * T_HOT * MEV, "meV")
show("Classical PBE-bond energy, 300 K", ec_room * MEV, "meV")
show("Classical PBE-bond energy, 400 K", ec_hot * MEV, "meV")
print(f"Quantum thermal excitation, 400 K: {quantum_excitation*MEV:.2e} meV")
show("Zero-point energy / kT at 400 K", zero_point / (K_B * T_HOT), "")
show("Missing energy supplied by heating", 100 * supplied, "%", 1)
show("Classical T matching quantum energy", t_energy, "K", 0)
show("Classical T matching quantum spread", t_spread, "K", 0)
show("Harmonic T_eff of this stretch, 300 K",
     effective_temperature(w_stretch, T_ROOM), "K", 0)
for wavenumber, t_eff in zip(mode_wavenumbers, mode_temperatures):
    show(f"T_eff at 300 K for {wavenumber:.0f} cm^-1", t_eff, "K", 0)
show("Frequency matched by 400 K", w_match / WAVENUMBER, "cm^-1", 0)
show("Quantum spread H, 300 K", np.sqrt(varq_room) * BOHR_PM, "pm")
show("Quantum spread D, 300 K", np.sqrt(varq_d) * BOHR_PM, "pm")
show("Classical spread, 300 K", np.sqrt(varc_room) * BOHR_PM, "pm")
show("Classical spread, 400 K", np.sqrt(varc_hot) * BOHR_PM, "pm")
show("Dynamics spread H, 400 K", np.sqrt(md_h) * BOHR_PM, "pm")
show("Dynamics spread D, 400 K", np.sqrt(md_d) * BOHR_PM, "pm")
show("Dynamics spread H, 0.75 V, 300 K", np.sqrt(md_scaled) * BOHR_PM, "pm")
show("Quantum mean bond elongation, 300 K", (rq_room - r_min) * BOHR_PM, "pm")
show("Classical mean elongation, 400 K", (rc_hot - r_min) * BOHR_PM, "pm")
for beads, spread in zip(bead_numbers, bead_spreads):
    show(f"Path-integral spread, P = {beads}, 300 K", spread * BOHR_PM, "pm")
show("Coupled stretch, lower", w_coupled[0] / WAVENUMBER, "cm^-1", 0)
show("Coupled stretch, upper", w_coupled[1] / WAVENUMBER, "cm^-1", 0)
show("Zero-point energy at 3000 cm^-1", low_zero_point * MEV, "meV", 1)
show("Its ratio to kT at 400 K", low_ratio, "")
print("no test failed")
```

Printed output:

```
Fixed O-H bond: 97.0 pm
Fixed H-O-H angle: 104.5 degrees
Reduced mass O-H: 0.9481 u
Reduced mass O-D: 1.7888 u
PBE bond length at minimum: 96.91 pm
PBE force constant: 0.5110 hartree/bohr^2
Curve error at held-out point: 0.0166 meV
Harmonic O-H wavenumber: 3774 cm^-1
Harmonic quantum hbar w: 467.9 meV
Half of hbar w: 233.9 meV
Anharmonic zero-point energy, H: 231.8 meV
Anharmonic zero-point energy, D: 169.2 meV
Anharmonic 0-1 transition: 3609 cm^-1
kT at 300 K: 25.85 meV
kT at 400 K: 34.47 meV
Classical PBE-bond energy, 300 K: 25.92 meV
Classical PBE-bond energy, 400 K: 34.58 meV
Quantum thermal excitation, 400 K: 1.03e-03 meV
Zero-point energy / kT at 400 K: 6.72
Missing energy supplied by heating: 4.2 %
Classical T matching quantum energy: 2628 K
Classical T matching quantum spread: 2471 K
Harmonic T_eff of this stretch, 300 K: 2715 K
T_eff at 300 K for 200 cm^-1: 323 K
T_eff at 300 K for 600 cm^-1: 483 K
T_eff at 300 K for 1650 cm^-1: 1188 K
T_eff at 300 K for 3500 cm^-1: 2518 K
Frequency matched by 400 K: 431 cm^-1
Quantum spread H, 300 K: 6.97 pm
Quantum spread D, 300 K: 5.92 pm
Classical spread, 300 K: 2.30 pm
Classical spread, 400 K: 2.66 pm
Dynamics spread H, 400 K: 2.66 pm
Dynamics spread D, 400 K: 2.66 pm
Dynamics spread H, 0.75 V, 300 K: 2.66 pm
Quantum mean bond elongation, 300 K: 1.67 pm
Classical mean elongation, 400 K: 0.24 pm
Path-integral spread, P = 1, 300 K: 2.30 pm
Path-integral spread, P = 4, 300 K: 4.46 pm
Path-integral spread, P = 16, 300 K: 6.54 pm
Path-integral spread, P = 64, 300 K: 6.94 pm
Coupled stretch, lower: 3719 cm^-1
Coupled stretch, upper: 3829 cm^-1
Zero-point energy at 3000 cm^-1: 186.0 meV
Its ratio to kT at 400 K: 5.40
no test failed
```
